# Why Eu3+ and Sm3+ Depart from the Landé Curie Law: a numerical check

```python
"""
Result under test: the susceptibility of a free 4f^n ion in its Hund term (L,S),
  chi = sum_J p_J muB^2 [ g_J^2 J(J+1)/(3kT) + alpha_J ],
  alpha_J = [F(J+1)/(E_{J+1}-E_J) - F(J)/(E_J-E_{J-1})] / (6(2J+1)),
  F(J) = [(L+S+1)^2-J^2][J^2-(L-S)^2]/J,
for H = lam L.S and moment -muB(L+2S).  p_J: Boltzmann population of level J,
g_J: Lande factor, alpha_J: Van Vleck term from elements between J and J+-1.
zeta: one-electron spin-orbit constant.  Energies are in cm^-1, and chi is
computed in units of muB^2/cm^-1 until it is converted for printing.
The formula is compared with explicit matrices and free-energy derivatives.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import logsumexp

ZETA = 1200.0
T_ROOM = 300.0
WAVENUMBER = const.h * const.c * 100.0            # joule per cm^-1
K_B = const.k / WAVENUMBER                        # cm^-1 per kelvin
MU_B = const.physical_constants["Bohr magneton"][0]
MU_0 = const.physical_constants["vacuum mag. permeability"][0]
# molar CGS susceptibility (cm^3/mol) for chi = 1 muB^2/cm^-1
MOLAR = const.N_A * MU_B**2 * MU_0 / (4 * np.pi) * 1e6 / WAVENUMBER
NAMES = dict(zip(range(1, 14), "Ce Pr Nd Pm Sm Eu Gd Tb Dy Ho Er Tm Yb".split()))


# ---------- derived formulas ----------
def F(L, S, J):
    return ((L + S + 1)**2 - J**2) * (J**2 - (L - S)**2) / J


def lande_g(L, S, J):
    return 1 + (J*(J + 1) + S*(S + 1) - L*(L + 1)) / (2*J*(J + 1))


def lande_square(L, S, J):
    return 0.0 if J == 0 else lande_g(L, S, J)**2 * J * (J + 1)


def alpha(L, S, J, lam):
    upper = F(L, S, J + 1) / (lam * (J + 1))
    lower = F(L, S, J) / (lam * J) if J > 0 else 0.0
    return (upper - lower) / (6 * (2*J + 1))


def j_values(L, S):
    return np.arange(abs(L - S), L + S + 0.5, 1.0)


def thermal_parts(L, S, lam, kT):
    """Curie part, Van Vleck part and populations from the formula."""
    js = j_values(L, S)
    energy = lam * js * (js + 1) / 2
    weight = (2*js + 1) * np.exp(-(energy - energy.min()) / kT)
    pop = weight / weight.sum()
    curie = sum(p * lande_square(L, S, J) for p, J in zip(pop, js)) / (3 * kT)
    vv = sum(p * alpha(L, S, J, lam) for p, J in zip(pop, js))
    return curie, vv, pop


# ---------- explicit matrices in the product basis |M_L, M_S> ----------
def spin_matrices(j):
    m = j - np.arange(int(round(2*j)) + 1)
    plus = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1)
    return np.diag(m), plus


def product_operators(L, S):
    lz, lp = spin_matrices(L)
    sz, s_plus = spin_matrices(S)
    one_l, one_s = np.eye(len(lz)), np.eye(len(sz))
    LS = np.kron(lz, sz) + 0.5*(np.kron(lp, s_plus.T) + np.kron(lp.T, s_plus))
    return np.kron(lz, one_s), np.kron(one_l, sz), LS


def level_projectors(L, S, LS):
    j2 = 2*LS + (L*(L + 1) + S*(S + 1)) * np.eye(len(LS))
    w, v = np.linalg.eigh(j2)
    result = {}
    for J in j_values(L, S):
        cols = v[:, np.abs(w - J*(J + 1)) < 1e-6]
        assert cols.shape[1] == int(round(2*J + 1))
        result[J] = cols @ cols.T
    return result


def chi_from_free_energy(H, moment, kT):
    b = 0.003 * kT

    def free_energy(field):
        return -kT * logsumexp(-np.linalg.eigvalsh(H + field*moment) / kT)
    return -(free_energy(b) + free_energy(-b) - 2*free_energy(0.0)) / b**2


# ---------- Hund terms and many-electron determinants ----------
def hund_term(n):
    """L, S, ground J and lam from the highest-weight determinant."""
    spin_orbitals = [(m, 0.5) for m in range(3, -4, -1)]
    spin_orbitals += [(m, -0.5) for m in range(3, -4, -1)]
    occupied = spin_orbitals[:n]
    L = float(sum(m for m, s in occupied))
    S = float(sum(s for m, s in occupied))
    lam = ZETA * sum(m*s for m, s in occupied) / (L*S)
    return L, S, (abs(L - S) if lam > 0 else L + S), lam


def apply_one_body(op, state):
    out = {}
    for det, amp in state.items():
        for p, q, value in op:
            if not (det >> q) & 1:
                continue
            removed = det ^ (1 << q)
            if (removed >> p) & 1:
                continue
            swaps = bin(det & ((1 << q) - 1)).count("1")
            swaps += bin(removed & ((1 << p) - 1)).count("1")
            new = removed | (1 << p)
            out[new] = out.get(new, 0.0) + (-1)**swaps * value * amp
    return out


def overlap(a, b):
    return sum(x * b.get(d, 0.0) for d, x in a.items())


def normalized(state):
    norm = np.sqrt(overlap(state, state))
    return {d: x/norm for d, x in state.items() if abs(x) > 1e-13*norm}


def spin_orbit_in_term(n, L, S):
    """Matrix of zeta sum l.s in the Hund term, built from determinants."""
    def index(m, down):
        return 7*down + 3 - m
    l_minus = [(index(m - 1, d), index(m, d), np.sqrt(12 - m*(m - 1)))
               for m in range(-2, 4) for d in (0, 1)]
    s_minus = [(index(m, 1), index(m, 0), 1.0) for m in range(-3, 4)]
    so = [(index(m, d), index(m, d), ZETA*m*(0.5 - d))
          for m in range(-3, 4) for d in (0, 1)]
    for m in range(-3, 3):
        value = 0.5 * ZETA * np.sqrt(12 - m*(m + 1))
        up, down = index(m, 0), index(m + 1, 1)
        so += [(down, up, value), (up, down, value)]
    row = [{(1 << n) - 1: 1.0}]
    for _ in range(int(round(2*S))):
        row.append(normalized(apply_one_body(s_minus, row[-1])))
    basis = list(row)
    for _ in range(int(round(2*L))):
        row = [normalized(apply_one_body(l_minus, state)) for state in row]
        basis += row
    images = [apply_one_body(so, state) for state in basis]
    return np.array([[overlap(a, image) for image in images] for a in basis])


terms = {n: hund_term(n) for n in range(1, 14) if n != 7}

# Spin-orbit coupling projected on the term equals lam L.S, with both signs of lam.
for n in (5, 6, 8):
    L, S, _, lam = terms[n]
    LS = product_operators(L, S)[2]
    assert np.allclose(spin_orbit_in_term(n, L, S), lam*LS, atol=1e-7)
    assert abs(lam - (1 if n < 7 else -1)*ZETA/(2*S)) < 1e-9

# The closed form F/4 solves the completeness recurrence for general L, S, J.
Ls, Ss, Js = sp.symbols("L S J", positive=True)
recurrence = (F(Ls, Ss, Js + 1) + F(Ls, Ss, Js))/4 - (2*Js + 1)*(
    Ss*(Ss + 1) - (lande_g(Ls, Ss, Js) - 1)**2 * Js*(Js + 1))
assert sp.simplify(recurrence) == 0

# Selection rule, projection theorem and off-diagonal strengths for every term.
for n, (L, S, J0, lam) in terms.items():
    Lz, Sz, LS = product_operators(L, S)
    P = level_projectors(L, S, LS)
    moment, Jz = Lz + 2*Sz, Lz + Sz
    for J in P:
        energy = lam*(J*(J + 1) - L*(L + 1) - S*(S + 1))/2
        assert np.allclose(lam*LS @ P[J], energy*P[J], atol=1e-7)
        g = lande_g(L, S, J) if J > 0 else 0.0
        assert np.allclose(P[J] @ moment @ P[J], g*P[J] @ Jz @ P[J], atol=1e-9)
        for K in P:
            strength = 3*np.trace(P[K] @ moment @ P[J] @ moment)
            if abs(J - K) > 1.5:
                assert abs(strength) < 1e-8
            elif abs(J - K) > 0.5:
                assert abs(strength - F(L, S, max(J, K))/4) < 1e-8

# Full susceptibility, and the two counterfactuals, from free energies.
worst = 0.0
for n in (5, 6, 8):
    L, S, J0, lam = terms[n]
    Lz, Sz, LS = product_operators(L, S)
    P = level_projectors(L, S, LS)
    moment = Lz + 2*Sz
    diagonal_only = sum(p @ moment @ p for p in P.values())
    for T in (20.0, 100.0, 300.0, 1000.0):
        kT = K_B*T
        curie, vv, pop = thermal_parts(L, S, lam, kT)
        numeric = chi_from_free_energy(lam*LS, moment, kT)
        error = abs(numeric/(curie + vv) - 1)
        worst = max(worst, error)
        assert error < 1e-3
        # Without elements between different J only the Curie part is left.
        cut = chi_from_free_energy(lam*LS, diagonal_only, kT)
        assert abs(cut - curie) < 1e-3*curie + 1e-7
        # With spin g-factor 1 the moment is J and has no Van Vleck part.
        js = j_values(L, S)
        plain = np.sum(pop*js*(js + 1))/(3*kT)
        g_one = chi_from_free_energy(lam*LS, Lz + Sz, kT)
        assert abs(g_one - plain) < 1e-3*plain + 1e-7
    # Far above the multiplet width L and S respond as free momenta.
    kT = 1e4*abs(lam)
    curie, vv, _ = thermal_parts(L, S, lam, kT)
    assert abs(3*kT*(curie + vv)/(L*(L + 1) + 4*S*(S + 1)) - 1) < 5e-3

# Low-temperature limit of Eu3+ from the free energy.
L, S, J0, lam_eu = terms[6]
Lz, Sz, LS = product_operators(L, S)
low = chi_from_free_energy(lam_eu*LS, Lz + 2*Sz, K_B*10.0)
assert abs(low*lam_eu/8 - 1) < 1e-3

# ---------- worked example ----------
kT = K_B*T_ROOM
print(f"zeta = {ZETA:.0f} cm^-1; T = {T_ROOM:.0f} K; kT = {kT:.2f} cm^-1")
print(f"N_A muB^2 per cm^-1 = {MOLAR:.5f} cm^3/mol (CGS)")
print(f"largest relative error, formula vs free energy = {worst:.1e}")
print("Ground level only, 300 K; C = g^2 J(J+1), D = off-diagonal mean square,")
print("V = 3kT*alpha (C, D, V in muB^2); lam and gap in cm^-1; R = V/C")
print("ion    L   S    J    lam     gap      C       D       V       R")
ratios = {}
for n, (L, S, J, lam) in terms.items():
    upper_J = J + 1 if lam > 0 else J
    gap = abs(lam)*upper_J
    C = lande_square(L, S, J)
    Lz, Sz, LS = product_operators(L, S)
    P = level_projectors(L, S, LS)
    M = Lz + 2*Sz
    total = 3*np.trace(P[J] @ M @ M)/(2*J + 1)
    D = total - C
    V = 3*kT*alpha(L, S, J, lam)
    assert abs(V - 2*kT*D/gap) < 1e-8
    ratios[n] = V/C if C > 1e-12 else np.inf
    print(f"{NAMES[n]}3+ {L:3.0f} {S:4.1f} {J:4.1f} {lam:7.1f} {gap:7.1f} "
          f"{C:7.3f} {D:7.3f} {V:7.3f} {ratios[n]:7.4f}")
assert [n for n in ratios if ratios[n] > 1] == [5, 6]
assert max(r for n, r in ratios.items() if n not in (5, 6)) < 0.15

for n in (5, 6):
    L, S, J, lam = terms[n]
    print(f"{NAMES[n]}3+: all levels; mu^2 parts in muB^2, mu_eff in muB")
    print("  T/K   chi/(cm^3/mol)  chiT/(cm^3 K/mol)  Curie   VanVleck  mu_eff")
    for T in (10.0, 100.0, 200.0, 300.0, 400.0):
        e = K_B*T
        curie, vv, _ = thermal_parts(L, S, lam, e)
        chi = MOLAR*(curie + vv)
        print(f"{T:5.0f}   {chi:.6f}        {chi*T:.5f}            "
              f"{3*e*curie:7.4f} {3*e*vv:8.4f} {np.sqrt(3*e*(curie + vv)):8.4f}")
    pop = thermal_parts(L, S, lam, kT)[2]
    text = ", ".join(f"J={j:g}: {p:.4f}" for j, p in list(zip(j_values(L, S), pop))[:4])
    print(f"  populations at 300 K: {text}")
    print(f"  Lande moment of ground level = {np.sqrt(lande_square(L, S, J)):.4f} muB")
    print(f"  high-T limit of mu_eff = {np.sqrt(L*(L+1) + 4*S*(S+1)):.4f} muB")

L, S, J, lam = terms[5]
T_equal = lande_square(L, S, J)/(3*K_B*alpha(L, S, J, lam))
print(f"Sm3+ g_J = {lande_g(L, S, J):.5f}; alpha*lam = {alpha(L, S, J, lam)*lam:.5f}")
print(f"Sm3+ ground level: Curie = Van Vleck term at T = {T_equal:.1f} K")
L, S, J, lam = terms[6]
print(f"Eu3+ limit T->0: chi = {MOLAR*alpha(L, S, J, lam):.6f} cm^3/mol")
for trial in (200.0, 300.0, 400.0):
    curie, vv, _ = thermal_parts(L, S, trial, kT)
    print(f"Eu3+ at 300 K with lam = {trial:.0f} cm^-1: "
          f"mu_eff = {np.sqrt(3*kT*(curie + vv)):.4f} muB")
print("PASS")
```

Output:

```
zeta = 1200 cm^-1; T = 300 K; kT = 208.51 cm^-1
N_A muB^2 per cm^-1 = 0.26074 cm^3/mol (CGS)
largest relative error, formula vs free energy = 2.9e-05
Ground level only, 300 K; C = g^2 J(J+1), D = off-diagonal mean square,
V = 3kT*alpha (C, D, V in muB^2); lam and gap in cm^-1; R = V/C
ion    L   S    J    lam     gap      C       D       V       R
Ce3+   3  0.5  2.5  1200.0  4200.0   6.429   0.571   0.057  0.0088
Pr3+   5  1.0  4.0   600.0  3000.0  12.800   1.200   0.167  0.0130
Nd3+   6  1.5  4.5   400.0  2200.0  13.091   1.909   0.362  0.0276
Pm3+   6  2.0  4.0   300.0  1500.0   7.200   2.800   0.778  0.1081
Sm3+   5  2.5  2.5   240.0   840.0   0.714   4.286   2.128  2.9787
Eu3+   3  3.0  0.0   200.0   200.0   0.000  12.000  25.021     inf
Tb3+   3  3.0  6.0  -200.0  1200.0  94.500   1.500   0.521  0.0055
Dy3+   5  2.5  7.5  -240.0  1800.0 113.333   1.667   0.386  0.0034
Ho3+   6  2.0  8.0  -300.0  2400.0 112.500   1.500   0.261  0.0023
Er3+   6  1.5  7.5  -400.0  3000.0  91.800   1.200   0.167  0.0018
Tm3+   5  1.0  6.0  -600.0  3600.0  57.167   0.833   0.097  0.0017
Yb3+   3  0.5  3.5 -1200.0  4200.0  20.571   0.429   0.043  0.0021
Sm3+: all levels; mu^2 parts in muB^2, mu_eff in muB
  T/K   chi/(cm^3/mol)  chiT/(cm^3 K/mol)  Curie   VanVleck  mu_eff
   10   0.009819        0.09819             0.7143   0.0709   0.8861
  100   0.001780        0.17802             0.7144   0.7092   1.1931
  200   0.001351        0.27019             0.7459   1.4147   1.4699
  300   0.001266        0.37980             0.9510   2.0862   1.7428
  400   0.001268        0.50730             1.3685   2.6883   2.0142
  populations at 300 K: J=2.5: 0.9767, J=3.5: 0.0232, J=4.5: 0.0002, J=5.5: 0.0000
  Lande moment of ground level = 0.8452 muB
  high-T limit of mu_eff = 8.0623 muB
Eu3+: all levels; mu^2 parts in muB^2, mu_eff in muB
  T/K   chi/(cm^3/mol)  chiT/(cm^3 K/mol)  Curie   VanVleck  mu_eff
   10   0.010430        0.10430             0.0000   0.8340   0.9133
  100   0.009710        0.97099             0.6597   7.1051   2.7866
  200   0.007219        1.44378             2.3248   9.2209   3.3979
  300   0.005752        1.72567             3.9116   9.8883   3.7148
  400   0.004889        1.95551             5.4843  10.1536   3.9545
  populations at 300 K: J=0: 0.4075, J=1: 0.4685, J=2: 0.1147, J=3: 0.0090
  Lande moment of ground level = 0.0000 muB
  high-T limit of mu_eff = 7.7460 muB
Sm3+ g_J = 0.28571; alpha*lam = 0.81633
Sm3+ ground level: Curie = Van Vleck term at T = 100.7 K
Eu3+ limit T->0: chi = 0.010430 cm^3/mol
Eu3+ at 300 K with lam = 200 cm^-1: mu_eff = 3.7148 muB
Eu3+ at 300 K with lam = 300 cm^-1: mu_eff = 3.3979 muB
Eu3+ at 300 K with lam = 400 cm^-1: mu_eff = 3.1650 muB
PASS
```
